# Why the apex of a V-groove outruns the growing film

**Question**

I'm stuck on an exercise about filling trenches with metal. A long V-shaped groove has a half-angle of five degrees, and a film grows conformally on its walls. I have to show that the apex of the groove rises about 11.5 times faster than the film thickens normal to the walls.

I have two problems. First, I drew the film as a strip of width $t$ on each wall and asked where the two strips meet. That gave me $t/\tan 5^\circ$, a factor of 11.43. It is close to 11.5, but I don't trust it. Second, I don't see how it can be true at all. If every part of the surface grows at the same rate, how can one part of it move eleven times faster than the rest? And surely this can't continue once the groove is full?

**Answer**

Your picture of two strips that meet is right, but one length has been measured in the wrong direction. I'll fix that first, then take up the speed and the end of the filling.

**Setting up the geometry**

Take a cross-section of the groove. Let $x$ be the horizontal distance from the symmetry plane and $y$ the height above the original apex. The half-angle $\alpha$ is the angle between one wall and the vertical symmetry plane, so the full opening angle is $2\alpha$. The right-hand wall is the line

$$x = y\tan\alpha .$$

"Conformal" means here that every exposed piece of surface advances along its own normal at the same rate. Let $t$ be the film thickness measured along that normal. The film surface then consists of the points in the open region whose shortest distance to the original surface is $t$. Points closer than $t$ have been covered, and points farther away are still open.

**The height of the apex**

By symmetry, the films on the two walls meet on the plane $x=0$. Consider a point on this plane at height $y$. Draw the line from the original apex to this point, and drop a perpendicular from the point to the right-hand wall. This makes a right triangle with hypotenuse $y$ and angle $\alpha$ at the apex. The perpendicular is the side opposite $\alpha$, so its length is

$$d = y\sin\alpha .$$

The left-hand wall is at the same distance. The film surface reaches the point when $d=t$, so the new apex is at

$$y = \frac{t}{\sin\alpha}, \qquad \frac{dy}{dt} = \frac{1}{\sin\alpha}.$$

For $\alpha=5^\circ$,

$$\frac{dy}{dt} = \frac{1}{0.08716} = 11.47 ,$$

which is the 11.5 of your exercise. The derivative is taken with respect to thickness, not time. If the film thickens at a rate $R$ in nm/s, the apex rises at $R/\sin\alpha$, and the ratio does not depend on $R$.

**Where the cotangent came from**

You get $t/\tan\alpha$ if you give the strip a horizontal width $t$. The thickness $t$ is measured perpendicular to the wall, and the normal makes an angle $\alpha$ with the horizontal. A horizontal cut through the film is therefore longer, with width $t/\cos\alpha$. The surface of the right-hand film is

$$x = y\tan\alpha - \frac{t}{\cos\alpha}.$$

Setting $x=0$ gives

$$y = \frac{t}{\cos\alpha\,\tan\alpha} = \frac{t}{\sin\alpha},$$

in agreement with the first derivation. Leaving out the factor $1/\cos\alpha$ gives your $t/\tan\alpha$. At five degrees $\cos\alpha = 0.99619$, so your answer was only 0.4% too small. At larger angles the difference matters: at $45^\circ$ the correct ratio is $\sqrt2$, while the cotangent gives 1.

The equation of the film surface also shows that the new wall has the same slope as the old one. The open groove keeps its angle, so the ratio stays the same as the film grows.

**How can the apex move so fast?**

The apex is the place where two surfaces meet. It is not a piece of material. Each wall advances by a small distance $dt$ along its normal, and because the walls are nearly parallel, this small advance closes the gap over a long stretch of height. The apex at one moment and the apex a little later lie at different atoms, and no atom has travelled between them. The crossing point of two scissor blades moves in the same way.

You can confirm that no extra metal is needed by counting area in the cross-section. Let the groove have depth $h$, and let $H=h-y$ be the height of the part still open below the original top plane. This part is a triangle with half-width $H\tan\alpha$ at the top, so its area is

$$A = H^2\tan\alpha .$$

Each of its two exposed sides has length $H/\cos\alpha$. When the film thickens by $dt$, the area covered is, to first order, the exposed length times $dt$:

$$-\frac{dA}{dt} = \frac{2H}{\cos\alpha}.$$

Differentiating $A$ directly, with $dH/dt=-dy/dt$, gives

$$-\frac{dA}{dt} = 2H\tan\alpha\,\frac{dy}{dt}.$$

Equating the two expressions and cancelling $2H$,

$$\frac{dy}{dt} = \frac{1}{\cos\alpha\,\tan\alpha} = \frac{1}{\sin\alpha}.$$

The fast apex is thus what ordinary growth on two long walls requires.

The limits fit this picture. As $\alpha\to90^\circ$ the groove opens into a flat surface and the ratio tends to 1. As $\alpha\to0$ the ratio diverges: parallel walls meet at all heights at once, so there is no apex moving at a finite speed.

**A trench with numbers**

Take an opening $w=20$ nm, a half-angle of $5^\circ$, and a film that grows by 0.05 nm per deposition cycle. The depth is

$$h = \frac{w}{2\tan\alpha} = \frac{10\ \text{nm}}{0.08749} = 114.3\ \text{nm}.$$

After 5 nm of film, the apex is at $5\times11.474 = 57.4$ nm, about half-way up. Each cycle raises it by $0.05\times11.474=0.57$ nm.

The apex reaches the original top plane when $t/\sin\alpha=h$, so

$$t_{\rm fill} = h\sin\alpha = \frac{w}{2}\cos\alpha = 10\times0.99619 = 9.96\ \text{nm}.$$

This takes $9.962/0.05 = 199.2$ cycles, or 200 whole ones. The required thickness is close to half the opening. If you make the walls steeper at fixed opening, the apex moves faster, but it also has farther to go. The two effects nearly cancel, leaving just the factor $\cos\alpha$.

**What happens when the groove is full**

You are right that the fast rise must end. The first derivation used a perpendicular to the wall, and the wall has a top corner. For a point at height $y$ on the symmetry plane, the foot of the perpendicular is a distance $y\cos\alpha$ along the wall from the original apex. Its height is therefore $y\cos^2\alpha$. The foot lies on the wall as long as $y\cos^2\alpha\le h$. With $y=t/\sin\alpha$ and $h=(w/2)\cos\alpha/\sin\alpha$, this becomes

$$t \le \frac{h\sin\alpha}{\cos^2\alpha} = \frac{w}{2\cos\alpha} = 10.04\ \text{nm}.$$

The apex is then at 115.2 nm, slightly above the top plane. From here on, the nearest points of the original surface are the two top corners, each at horizontal distance $w/2$. Pythagoras gives

$$t^2 = \left(\frac{w}{2}\right)^2 + (y-h)^2
\quad\Rightarrow\quad
y = h + \sqrt{t^2-\frac{w^2}{4}} ,$$

with the positive root because the apex is above the top plane. Differentiating,

$$\frac{dy}{dt} = \frac{t}{\sqrt{t^2-w^2/4}} .$$

At $t=w/(2\cos\alpha)$ the square root equals $(w/2)\tan\alpha$, and the rate is $1/(\cos\alpha\tan\alpha)=1/\sin\alpha$. It joins the earlier rate without a jump and then falls towards 1.

Meanwhile the film on the flat field outside the groove has its surface at $h+t$. When the apex reaches the top plane, a dimple as deep as the film is thick, 9.96 nm, remains above it. Later the dimple depth is

$$(h+t)-y = t-\sqrt{t^2-\frac{w^2}{4}} .$$

After 30 nm of film it is $30-\sqrt{900-100}=1.72$ nm, and the apex rises only 1.06 times as fast as the film thickens. "Filled to the top plane" and "flat on top" are different conditions.

**How far a real trench departs from this**

The numbers above are rough typical values for atomic layer deposition of ruthenium in a narrow tapered trench. The sharp V is an idealization, since etched trenches generally have a floor of finite width. The ratio of depth to opening, 5.7, is also high for an ordinary interconnect line. The cycle count assumes a smooth film growing at a constant rate from the first cycle, whereas ruthenium often starts with a nucleation delay and grows first as islands. The following estimates change one assumption at a time.

*The angle.* At $4^\circ$ the ratio is 14.3, and at $6^\circ$ it is 9.6. For small angles $\sin\alpha\approx\alpha$ in radians, so the ratio varies roughly as $1/\alpha$. One degree is a large fraction of five, and a quoted ratio of 11.5 is only as good as the angle behind it.

*A flat floor.* Let the floor have width $b=3$ nm, with the same opening and wall angle. The depth is then 97.2 nm. The floor at first rises as an ordinary flat film, $y=t$, while the right-hand film surface is

$$x=\frac b2+y\tan\alpha-\frac{t}{\cos\alpha}.$$

The flat part vanishes when $x=0$ at $y=t$:

$$\frac b2 = t\,\frac{1-\sin\alpha}{\cos\alpha}
\quad\Rightarrow\quad
t = \frac b2\,\frac{\cos\alpha}{1-\sin\alpha} = 1.64\ \text{nm}.$$

After that there is a sharp apex at $y=t/\sin\alpha-(b/2)/\tan\alpha$, which again rises 11.47 times as fast as the film thickens. The thickness needed to reach the top plane is still 9.96 nm, so the mean ratio over the whole filling is $97.16/9.962=9.75$.

*Slower growth at the bottom.* Suppose the growth rate, relative to that at the top plane, falls linearly with depth to $c=0.8$ at the original apex:

$$v(y)=c+qy,\qquad q=\frac{1-c}{h}.$$

Now let $t$ mean the nominal film thickness at the top plane. Try a straight but tilting wall, $x=a(t)\,y-B(t)$. A normal advance $v\,dt$ shifts this line horizontally by $v\sqrt{1+a^2}\,dt$, so

$$\frac{da}{dt}\,y-\frac{dB}{dt}=-(c+qy)\sqrt{1+a^2}.$$

This holds at every $y$ if

$$\frac{da}{dt}=-q\sqrt{1+a^2},\qquad \frac{dB}{dt}=c\sqrt{1+a^2}.$$

The wall therefore does stay straight. Dividing the two equations gives $dB/da=-c/q$. Since $a=\tan\alpha$ and $B=0$ at the start, $B=(c/q)(\tan\alpha-a)$. The apex, where $x=0$, is at

$$y=\frac Ba=\frac cq\left(\frac{\tan\alpha}{a}-1\right).$$

Setting $y=h$ and using $qh=1-c$ gives $a=c\tan\alpha$: the groove has become narrower in angle by the time it is full.

The local form of the original result is $dy/dt=v\sqrt{1+a^2}/a$, because a wall of slope $a$ has $\sin\theta=a/\sqrt{1+a^2}$. At the start it gives $0.8\times11.474=9.18$. At the top plane, where $v=1$ and $a=0.8\tan\alpha$, it gives 14.3. The apex starts slower and finishes faster.

The filling thickness follows from the equation for $a$. Its solution is $a=\sinh(u_0-qt)$ with $\sinh u_0=\tan\alpha$, so

$$t=\frac{\operatorname{arsinh}(\tan\alpha)-\operatorname{arsinh}(c\tan\alpha)}{q}=9.97\ \text{nm},$$

almost the same as before. The reason is that for small slopes $da/dt\approx-q$, and $a$ must fall by $(1-c)\tan\alpha$. This takes $t\approx h\tan\alpha=w/2$, for any $c$ between 0 and 1. For $c=0.8$, a gently curved profile gives nearly the same thickness. For a general rate profile and small slopes, the gap at height $y$ closes at $t\approx y\tan\alpha/v(y)$, so the groove fills from the bottom up only while $y/v$ increases with $y$. A rate that rises most steeply near the top can break this. With $v=c+(1-c)(y/h)^2$ the top still closes at about $w/2$, but a void is left below it for $c=0.4$ and none for $c=0.6$. Extra growth concentrated at the mouth acts in the same way even for $c=0.8$: it can close the top before the groove below is full and leave a void.

*Thickness errors.* If both walls carry 0.5 nm too much film, the apex is $0.5\times11.474=5.7$ nm too high. In the sharp groove the absolute error is magnified, but the relative error is not: at $t=5$ nm the film thickness and the apex height are both 10% too large. With the 3 nm floor, the apex height is no longer proportional to $t$, and the same excess makes it about 14% too large.

*Molecules and atoms.* A gap of width $s$ occurs at height $s/(2\tan\alpha)$ above the moving apex. For a precursor molecule of roughly 0.8 nm, the wedge too narrow to admit it is 4.6 nm high. For a metal atom of roughly 0.27 nm, the corresponding height is 1.5 nm. The sharp apex is therefore a continuum construction that loses its meaning on a scale of a few nanometres. The consequence is not confined to the final apex. If the precursor cannot enter a gap narrower than itself, growth stops at that gap at every height, and a seam up to about 0.8 nm wide can remain along almost the whole centre plane. The geometry alone cannot say whether it heals.

So the ratio $1/\sin\alpha$ holds for a sharp groove with straight walls and uniform normal growth, until the top corners take over. The values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
half-angle: 5.0 degrees
trench opening: 20.0 nm
growth per cycle: 0.05 nm
MAIN RESULT
sin, cos, tan of half-angle: 0.08716, 0.99619, 0.08749
apex rise / film thickness, formula: 11.474
same ratio from distance definition: 11.474
wrong factor, cotangent: 11.430
WORKED TRENCH
depth: 114.30 nm
depth / opening: 5.72
sample film thickness: 5.0 nm
apex height at sample thickness: 57.37 nm
open area then, quadrature: 283.6 nm^2
open area then, formula: 283.6 nm^2
thickness when apex is at top plane: 9.962 nm
cycles to reach top plane: 199.2
apex rise per cycle: 0.574 nm
thickness where simple law ends: 10.038 nm
apex height where simple law ends: 115.18 nm
dimple when apex is at top plane: 9.96 nm
late film thickness: 30.0 nm
dimple at late thickness: 1.72 nm
apex rise / thickness, late: 1.061
NEGLECTED EFFECTS
ratio at 4 degrees: 14.34
ratio at 6 degrees: 9.57
flat bottom width: 3.0 nm
flat-bottom trench depth: 97.16 nm
thickness when flat floor vanishes: 1.637 nm
mean rise / thickness, flat bottom: 9.75
bottom-to-top growth rate ratio: 0.80
ratio at start, graded rate: 9.18
ratio at top plane, graded rate: 14.32
top thickness to fill, graded rate: 9.969 nm
precursor molecule size: 0.80 nm
wedge narrower than molecule: 4.57 nm high
metal atom size: 0.27 nm
wedge narrower than atom: 1.54 nm high
thickness error on both walls: 0.50 nm
resulting apex shift: 5.74 nm
```
